# Geometric Decay of Chebyshev Coefficients, with the Fermi Function as Example

## First half: analyticity and the decay rate

A function of a Hamiltonian matrix, such as the Fermi function, can be evaluated without diagonalizing the matrix by replacing the function with a polynomial. For a given matrix, the number of matrix products grows with the degree of the polynomial, and the degree is set by how fast the expansion coefficients fall. This problem finds that rate from the behaviour of the function at complex arguments.

The energy is scaled so that the variable \(x\) runs over \([-1,1]\). The Chebyshev polynomials are defined by \(T_n(\cos\theta)=\cos n\theta\). The function \(f\) is analytic in a region of the complex plane that contains \([-1,1]\). Its Chebyshev coefficients are

\[
a_n=\frac{2}{\pi}\int_{-1}^{1}\frac{f(x)\,T_n(x)}{\sqrt{1-x^2}}\,dx\quad(n\ge1),\qquad
a_0=\frac{1}{\pi}\int_{-1}^{1}\frac{f(x)}{\sqrt{1-x^2}}\,dx .
\]

For \(\rho>1\), the open Bernstein ellipse \(E_\rho\) is the set of complex \(x\) with

\[
|x-1|+|x+1|<\rho+\frac1\rho .
\]

### (a) The map

Let \(J(z)=\tfrac12(z+1/z)\). Find the image of the circle \(|z|=r\), with \(r>1\), and find all \(z\) for which \(J(z)\) lies in \(E_\rho\). Express \(T_n(J(z))\) through powers of \(z\).

**Solution.** Put \(z=re^{i\varphi}\). Then \(1/z=r^{-1}e^{-i\varphi}\), and separating real and imaginary parts gives

\[
J(z)=\tfrac12\left(r+\tfrac1r\right)\cos\varphi+\tfrac{i}{2}\left(r-\tfrac1r\right)\sin\varphi .
\]

This is an ellipse with semi-axes \(A=\tfrac12(r+1/r)\) and \(B=\tfrac12(r-1/r)\). Since \(A^2-B^2=1\), its foci are \(\pm1\) for every \(r\). Also \(A+B=r\), so the ellipse parameter is the sum of the semi-axes.

To decide which points lie inside, compute the distances to the foci:

\[
J(z)\mp1=\frac{z^2\mp2z+1}{2z}=\frac{(z\mp1)^2}{2z},\qquad
|J(z)\mp1|=\frac{|z\mp1|^2}{2|z|}.
\]

Because \(|z-1|^2+|z+1|^2=2|z|^2+2\), the sum of the distances is

\[
|J(z)-1|+|J(z)+1|=|z|+\frac{1}{|z|}.
\]

The function \(s+1/s\) increases for \(s>1\) and is unchanged by \(s\to1/s\). Hence \(J(z)\in E_\rho\) if and only if \(1/\rho<|z|<\rho\).

Every \(x\) is reached: \(J(z)=x\) means \(z^2-2xz+1=0\), and this quadratic has roots whose product is 1. The two preimages of \(x\) are therefore reciprocal. If \(x\in[-1,1]\), the sum of the distances is 2, so both preimages lie on the unit circle. For any other \(x\), one lies outside the unit circle and one inside. The outer one is \(x+\sqrt{x^2-1}\), with the sign of the root that makes the modulus exceed 1.

For the polynomials, the claim is

\[
T_n(J(z))=\tfrac12\left(z^n+z^{-n}\right).
\]

It holds for \(n=0\) and \(n=1\). The identity \(\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta\) gives the recursion \(T_{n+1}=2xT_n-T_{n-1}\). If the claim holds up to \(n\), then

\[
\begin{aligned}
T_{n+1}(J(z))&=\tfrac12(z+z^{-1})(z^n+z^{-n})-\tfrac12(z^{n-1}+z^{-n+1})\\
&=\tfrac12(z^{n+1}+z^{-n-1}),
\end{aligned}
\]

because the products \(z\,z^{-n}\) and \(z^{-1}z^n\) cancel against the last bracket. Induction completes the proof.

### (b) Coefficients as contour integrals

Let \(f\) be analytic in \(E_\rho\) and let \(F(z)=f(J(z))\). Write \(a_n\) as an integral of \(F\) over the unit circle.

**Solution.** Substitute \(x=\cos\theta\) with \(0\le\theta\le\pi\). Then \(dx=-\sin\theta\,d\theta\) and \(\sqrt{1-x^2}=\sin\theta\). The minus sign reverses the limits, so for \(n\ge1\)

\[
a_n=\frac2\pi\int_0^\pi f(\cos\theta)\cos n\theta\,d\theta
=\frac1\pi\int_{-\pi}^{\pi}f(\cos\theta)\cos n\theta\,d\theta .
\]

The second form holds because the integrand is even. The product \(f(\cos\theta)\sin n\theta\) is odd and integrates to zero, so \(\cos n\theta\) may be replaced by \(e^{-in\theta}=\cos n\theta-i\sin n\theta\). With \(z=e^{i\theta}\) one has \(J(z)=\cos\theta\) and \(d\theta=dz/(iz)\). Therefore

\[
a_n=\frac{1}{\pi i}\oint_{|z|=1}F(z)\,z^{-n-1}\,dz\quad(n\ge1),\qquad
a_0=\frac{1}{2\pi i}\oint_{|z|=1}F(z)\,\frac{dz}{z}.
\]

All circles are traversed counterclockwise. By part (a), \(J\) takes the annulus \(1/\rho<|z|<\rho\) into \(E_\rho\). Since \(J\) is analytic away from \(z=0\), the composition \(F\) is analytic in this annulus. Moreover \(F(1/z)=F(z)\), because \(J(1/z)=J(z)\).

### (c) The bound

Let \(M(r)\) be the maximum of \(|f|\) on the ellipse of parameter \(r\), with \(1<r<\rho\). Bound \(|a_n|\). What follows if \(|f|\le M\) throughout \(E_\rho\)?

**Solution.** The integrand \(F(z)z^{-n-1}\) is analytic for \(1\le|z|\le r\), so by Cauchy's theorem the unit circle may be replaced by \(|z|=r\). On that circle \(|F|\le M(r)\), \(|z^{-n-1}|=r^{-n-1}\), and the path length is \(2\pi r\). Hence

\[
|a_n|\le\frac1\pi\,(2\pi r)\,M(r)\,r^{-n-1}=2M(r)\,r^{-n}\quad(n\ge1).
\]

If \(|f|\le M\) in \(E_\rho\), then \(M(r)\le M\) for each \(r<\rho\). The left side does not depend on \(r\), so one may let \(r\to\rho\):

\[
|a_n|\le2M\rho^{-n}\quad(n\ge1),\qquad |a_0|\le M .
\]

The bound on \(a_0\) has no factor 2 because its prefactor is half as large. This proves decay at least as fast as \(\rho^{-n}\) for bounded \(f\). Analyticity alone gives the first bound for each \(r<\rho\), with a constant \(M(r)\) that may diverge as \(r\to\rho\).

The factor 2 cannot be replaced by a smaller constant valid for all \(n\). For \(f=T_n\), part (a) gives \(M=\tfrac12(\rho^n+\rho^{-n})\) and \(a_n=1\), while the bound is \(2M\rho^{-n}=1+\rho^{-2n}\), which tends to 1.

### (d) Convergence and truncation

Show that the Chebyshev series equals \(f\) in \(E_\rho\), and bound the error on \([-1,1]\) when terms beyond degree \(N\) are dropped.

**Solution.** In the annulus, \(F\) has a convergent Laurent series \(\sum_k c_kz^k\) with \(c_k=(2\pi i)^{-1}\oint F z^{-k-1}dz\). Comparison with part (b) gives \(a_n=2c_n\) for \(n\ge1\) and \(a_0=c_0\). Since \(F(1/z)=F(z)\) and Laurent coefficients are unique, \(c_{-n}=c_n\). Pairing the terms gives

\[
F(z)=c_0+\sum_{n=1}^\infty c_n(z^n+z^{-n})=a_0+\sum_{n=1}^{\infty}a_nT_n(J(z)).
\]

Every point of \(E_\rho\) has the form \(J(z)\) with \(z\) in the annulus, so \(f=\sum_n a_nT_n\) throughout \(E_\rho\).

Let \(p_N=\sum_{n=0}^Na_nT_n\). On \([-1,1]\) one has \(|T_n|\le1\), and a geometric sum gives

\[
|f(x)-p_N(x)|\le\sum_{n=N+1}^{\infty}2M(r)r^{-n}
=\frac{2M(r)r^{-N-1}}{1-1/r}=\frac{2M(r)\,r^{-N}}{r-1}.
\]

### (e) Can the decay be faster?

Let \(\rho_*\) be the largest parameter for which \(f\) is analytic in the open ellipse, with \(1<\rho_*<\infty\). Determine \(\limsup|a_n|^{1/n}\).

**Solution.** Part (c) gives \(|a_n|^{1/n}\le[2M(r)]^{1/n}/r\), so the limit superior is at most \(1/r\) for every \(r<\rho_*\), and hence at most \(1/\rho_*\).

Suppose it were smaller. Then there would be some \(R>\rho_*\) and a constant \(C\) with \(|a_n|\le CR^{-n}\). For \(x=J(z)\) with \(1\le|z|\le s<R\), part (a) gives \(|T_n(x)|\le|z|^n\le s^n\). The terms of the series are then at most \(C(s/R)^n\), and the series converges uniformly on the closed ellipse of parameter \(s\). A uniform limit of polynomials is analytic in the interior. Since \(s<R\) is arbitrary, the series would continue \(f\) analytically to \(E_R\), which contradicts the choice of \(\rho_*\). Therefore

\[
\limsup_{n\to\infty}|a_n|^{1/n}=\frac1{\rho_*}.
\]

The limit superior is needed because single coefficients may be small or vanish; an even function, for example, has no odd coefficients. If \(f\) is analytic in the whole plane, part (c) holds for every \(r\), and the coefficients fall faster than any geometric sequence.

The position of a singularity matters as well as its distance \(\delta\) from the interval. At \(x=i\delta\) the outer preimage has modulus \(\delta+\sqrt{1+\delta^2}\approx1+\delta\). At \(x=1+\delta\) it is \(1+\delta+\sqrt{2\delta+\delta^2}\approx1+\sqrt{2\delta}\). For small \(\delta\), a singularity beyond an end of the interval is much less harmful.

### (f) Is boundedness needed?

Let \(x_0=J(z_0)\) with real \(z_0>1\). Find the coefficients of \(1/(x_0-x)\) and \(1/(x_0-x)^2\), and decide whether they are \(O(z_0^{-n})\).

**Solution.** Both functions are analytic in \(E_\rho\) with \(\rho=z_0\), and both are unbounded there. Write \(q=1/z_0\), \(D=z_0-1/z_0\) and \(S=z_0+1/z_0\). From \(J(z)-x_0=(z-z_0)(z-q)/(2z)\) and partial fractions,

\[
\frac1{x_0-J(z)}=\frac{-2z}{(z-z_0)(z-q)}
=\frac2D\left[\frac{z}{z-q}-\frac{z}{z-z_0}\right].
\]

For \(q<|z|<z_0\), the first fraction is \(\sum_{k\ge0}q^kz^{-k}\), and the second, with its minus sign, is \(\sum_{k\ge1}q^kz^k\). The bracket is thus \(1+\sum_{n\ge1}q^n(z^n+z^{-n})\). Since \(z^n+z^{-n}=2T_n\), the coefficients for \(n\ge1\) are \(4z_0^{-n}/D\). They are \(O(z_0^{-n})\) although the function is unbounded.

For the double pole, use \(1/(x_0-x)^2=-\partial_{x_0}[1/(x_0-x)]\). The derivative may be taken inside the coefficient integral because \(x_0\) is off the interval. Here \(dx_0/dz_0=\tfrac12(1-z_0^{-2})=D/(2z_0)\) and \(dD/dz_0=1+z_0^{-2}=S/z_0\), so

\[
\begin{aligned}
a_n&=-\frac{2z_0}{D}\frac{d}{dz_0}\frac{4z_0^{-n}}{D}
=\frac{8z_0}{D}\left[\frac{n z_0^{-n-1}}{D}+\frac{z_0^{-n-1}S}{D^2}\right]\\
&=8z_0^{-n}\left[\frac{n}{D^2}+\frac{S}{D^3}\right].
\end{aligned}
\]

Now \(a_nz_0^n\) grows linearly, so \(O(\rho^{-n})\) fails. For \(z_0=2\), where \(x_0=1.25\), the defining integral gives \(a_nz_0^n=41.48\), \(77.04\) and \(112.59\) at \(n=10\), 20 and 30, with equal steps as the formula requires. Boundedness is thus sufficient but not necessary, and it cannot be dropped without some replacement.

## Second half: the Fermi function

The following is taken from the first half. The map is \(J(z)=\tfrac12(z+1/z)\), and \(F(z)=f(J(z))\). A point \(x\) off \([-1,1]\) has one preimage with \(|z|>1\), and \(|z|+1/|z|=|x-1|+|x+1|\). The ellipse of parameter \(r\) is the image of \(|z|=r\), its semi-axes add up to \(r\), and \(M(r)\) is the maximum of \(|f|\) on it. The coefficients are \(a_n=(\pi i)^{-1}\oint_{|z|=1}Fz^{-n-1}dz\) for \(n\ge1\). If \(f\) is analytic inside \(E_\rho\) and \(1<r<\rho\), then

\[
|a_n|\le2M(r)r^{-n},\qquad
\max_{[-1,1]}|f-p_N|\le\frac{2M(r)r^{-N}}{r-1},
\]

where \(p_N\) is the series truncated after degree \(N\). The largest possible \(\rho\) is called \(\rho_*\).

The model is a band of non-interacting electrons with energies \(E\) between \(-W\) and \(W\), measured from the band centre. With \(x=E/W\), \(\beta=W/k_BT\) and \(\mu\) the chemical potential divided by \(W\), the occupation is

\[
f(x)=\frac1{1+e^{\beta(x-\mu)}} .
\]

The parameters are \(W=5\) eV, \(k_BT=0.25\) eV and a chemical potential of 1 eV, so that \(\beta=20\) and \(\mu=0.2\). They are round values and stand for no particular material.

### (g) The critical ellipse

Find \(\rho_*\) for this function. How does it behave at low temperature?

**Solution.** The denominator vanishes where \(e^{\beta(x-\mu)}=-1\), that is, at

\[
x_k=\mu+\frac{i\pi(2k+1)}{\beta},\qquad k=0,\pm1,\pm2,\dots
\]

There the derivative of the denominator is \(\beta e^{\beta(x_k-\mu)}=-\beta\). It is not zero, so the poles are simple, with residue \(-1/\beta\).

For a point \(\mu+iy\), the distances to the foci are \(\sqrt{(1\mp\mu)^2+y^2}\), and both increase with \(|y|\). The poles on the smallest ellipse are therefore \(x_0=\mu+i\pi/\beta\) and its complex conjugate. With \(\pi/\beta=0.157080\), the major semi-axis is half the sum of the distances,

\[
A=\tfrac12\left[\sqrt{0.8^2+0.157080^2}+\sqrt{1.2^2+0.157080^2}\right]=1.012756,
\]

and the minor one is \(B=\sqrt{A^2-1}=0.160235\). Hence

\[
\rho_*=A+B=1.17299 .
\]

The outer preimage of \(x_0\) is \(z_0=0.231643+1.149891\,i\), whose modulus is the same number.

For the low-temperature limit, write \(z_0=e^{\eta+i\varphi}\) with \(\eta=\ln\rho_*\). Then \(x_0=J(z_0)=\cosh(\eta+i\varphi)\), which gives

\[
\mu=\cosh\eta\cos\varphi,\qquad \frac\pi\beta=\sinh\eta\sin\varphi .
\]

Let \(\beta\to\infty\) at fixed \(|\mu|<1\). The sum of the focal distances tends to 2, so \(\eta\to0\). The first equation then gives \(\cos\varphi\to\mu\) and \(\sin\varphi\to\sqrt{1-\mu^2}\), and the second gives

\[
\ln\rho_*\approx\frac{\pi}{\beta\sqrt{1-\mu^2}}=\frac{\pi k_BT}{W\sqrt{1-\mu^2}} .
\]

Here the estimate is 0.1603 and the full value is 0.1596, a difference of about 0.5% of the latter. At a temperature one hundred times lower, a test confirmed agreement to within a relative deviation of \(10^{-5}\).

The estimate fails when \(\mu\) approaches a band edge. At \(\mu=1\) the pole is \(1+i\pi/\beta\), and to leading order \(z_0\approx1+\sqrt{2i\pi/\beta}=1+(1+i)\sqrt{\pi/\beta}\). Thus \(\ln\rho_*\approx\sqrt{\pi/\beta}\), which is much larger than a quantity of order \(1/\beta\). At zero temperature with \(|\mu|<1\), \(f\) becomes a step inside the interval, \(\rho_*\) tends to 1, and geometric decay is lost.

### (h) The coefficients at large order

Find the leading form of \(a_n\) for large \(n\), with a bound on what is left out.

**Solution.** Let \(\rho_2\) be the modulus of the outer preimages of the second pair of poles, \(\mu\pm3i\pi/\beta\); here \(\rho_2=1.58794\). Choose \(r\) with \(\rho_*<r<\rho_2\). Between the circles \(|z|=1\) and \(|z|=r\), the function \(F\) has just two poles, \(z_0\) and \(\bar z_0\). The residue theorem gives

\[
\oint_{|z|=r}Fz^{-n-1}dz-\oint_{|z|=1}Fz^{-n-1}dz
=2\pi i\sum_{z_0,\bar z_0}\operatorname{Res}\left[Fz^{-n-1}\right].
\]

Solving for the integral over the unit circle and dividing by \(\pi i\),

\[
a_n=-2\sum_{z_0,\bar z_0}\operatorname{Res}\left[Fz^{-n-1}\right]+R_n,\qquad
R_n=\frac1{\pi i}\oint_{|z|=r}Fz^{-n-1}dz .
\]

The length estimate of part (c) uses values on the circle alone, so \(|R_n|\le2M(r)r^{-n}\) holds even though \(f\) has poles inside this ellipse.

Near \(z_0\), \(f\approx-1/[\beta(x-x_0)]\) and \(x-x_0\approx J'(z_0)(z-z_0)\). With \(D=z_0-1/z_0\), now complex, \(J'(z_0)=\tfrac12(1-z_0^{-2})=D/(2z_0)\). Hence

\[
\operatorname{Res}_{z_0}\left[Fz^{-n-1}\right]=-\frac1\beta\,\frac{2z_0}{D}\,z_0^{-n-1}=-\frac{2z_0^{-n}}{\beta D}.
\]

The residue at \(\bar z_0\) is the complex conjugate, because \(f\) is real on the real axis. The two together give

\[
a_n=\frac8\beta\operatorname{Re}\frac{z_0^{-n}}{D}+R_n
=\mathcal A\,\rho_*^{-n}\cos(n\varphi+\delta)+R_n,\qquad
\mathcal A=\frac{8}{\beta|D|},
\]

where \(\varphi\) and \(\delta\) are the arguments of \(z_0\) and \(D\). The modulus \(\rho_*\) of \(z_0\) sets the decay, and its argument \(\varphi\) sets the oscillation. By part (g), both depend on \(\mu\) and on \(\beta\); at low temperature \(\cos\varphi\approx\mu\).

For the amplitude, \(1/z_0=\bar z_0/\rho_*^2\) gives

\[
|D|=\left[0.231643^2\left(1-\rho_*^{-2}\right)^2+1.149891^2\left(1+\rho_*^{-2}\right)^2\right]^{1/2},
\]

and with \(\beta=20\) this yields \(\mathcal A=0.2013\). The coefficients from the defining integral compare with the pole term as follows.

| \(n\) | \(a_n\) | pole term |
|---|---|---|
| 5 | \(-6.092\times10^{-2}\) | \(-4.701\times10^{-2}\) |
| 10 | \(-3.860\times10^{-2}\) | \(-3.679\times10^{-2}\) |
| 20 | \(-6.317\times10^{-3}\) | \(-6.308\times10^{-3}\) |
| 40 | \(3.3768\times10^{-4}\) | \(3.3768\times10^{-4}\) |
| 80 | \(-1.2956\times10^{-7}\) | \(-1.2956\times10^{-7}\) |

The difference is 23% of \(a_n\) at \(n=5\), 5% at \(n=10\) and 0.15% at \(n=20\). The bound on \(R_n\) was tested for \(n=1\) to 100, with \(r=\sqrt{\rho_*\rho_2}\).

Although \(f\) is unbounded in \(E_{\rho_*}\), its coefficients are \(O(\rho_*^{-n})\), as for the simple pole in part (f). Between \(n=60\) and 140 the largest value of \(|a_n|\rho_*^n\) is 0.20133, just below the amplitude \(\mathcal A\). A rate 5% larger is excluded: the largest \(|a_n|(1.05\rho_*)^n\) grows by a factor of 15.3 from the range 60–79 to the range 120–139. This is of the order of \(1.05^{60}\approx19\). The pole term accounts for the difference. With \(\varphi=1.3720\) and \(\delta=1.5389\), its maxima in the two ranges fall at \(n=79\), where \(|\cos(n\varphi+\delta)|\approx1.00\), and at \(n=139\), where it is about 0.82, so the ratio is \(18.7\times0.82\approx15.3\).

### (i) The degree needed

How closely does the bound of part (c) follow the true coefficients? Which degree gives an error of at most \(10^{-6}\) on \([-1,1]\), and how does the degree scale with temperature?

**Solution.** Take \(n=40\) and first \(r=1.1\), where \(M(r)=1.0533\). The bound is

\[
|a_{40}|\le2\times1.0533\times1.1^{-40}=4.65\times10^{-2}.
\]

A larger \(r\) improves the power but brings the ellipse closer to the pole, where \(M(r)\) grows. The best choice found is \(r=1.147\), with bound \(1.94\times10^{-2}\). The true value is \(3.38\times10^{-4}\), smaller by a factor of 57. The maxima \(M(r)\) were obtained by dense sampling of each ellipse, and \(r\) was chosen from a fine set of values.

The excess can be estimated. Close to the pole, \(|f|\approx1/(\beta|J'(z_0)||z-z_0|)\), and the smallest \(|z-z_0|\) on the circle is \(\rho_*-r\). Hence

\[
M(r)\approx\frac{2\rho_*}{\beta|D|(\rho_*-r)}=\frac{\mathcal A\rho_*}{4(\rho_*-r)} .
\]

Minimizing \(r^{-n}/(\rho_*-r)\) requires \(1/(\rho_*-r)=n/r\), so \(r=n\rho_*/(n+1)\) and \(\rho_*-r=\rho_*/(n+1)\). The bound becomes

\[
2M(r)r^{-n}\approx\frac{n+1}2\left(1+\frac1n\right)^n\mathcal A\rho_*^{-n}
\approx\frac{e(n+1)}2\,\mathcal A\rho_*^{-n}.
\]

It exceeds the envelope \(\mathcal A\rho_*^{-n}\) by about \(e(n+1)/2\), which is 56 at \(n=40\) and 110 at \(n=80\). The numerical bounds, \(1.94\times10^{-2}\) and \(6.35\times10^{-5}\), exceed it by 57 and 110. The bound has the right exponential rate, and a simple pole on the critical ellipse costs it a factor proportional to \(n\).

For the truncated series, the optimised bound guarantees an error below \(10^{-6}\) at \(N=120\). The error found there on a fine grid is \(2.7\times10^{-9}\). On the same grid, \(N=84\) already suffices, with an error of \(8.4\times10^{-7}\). The pole term accounts for most of the gap between 120 and 84. The estimate that follows is an upper one: it sets every cosine to 1, and the error at \(N=84\) is about half of it. Replacing the cosine by 1 and neglecting \(R_n\), the tail is at most \(\mathcal A\rho_*^{-N}/(\rho_*-1)\), and setting this equal to \(10^{-6}\) gives

\[
N\approx\frac{1}{0.15956}\ln\frac{0.2013}{0.17299\times10^{-6}}\approx88 .
\]

For the scaling, choose \(r\) so that the minor semi-axis is \(\tfrac12(r-1/r)=\pi/(2\beta)\). On this ellipse \(w=\beta(x-\mu)\) has \(|\operatorname{Im}w|\le\pi/2\), so \(\operatorname{Re}e^w\ge0\) and

\[
|1+e^w|^2=1+2\operatorname{Re}e^w+|e^w|^2\ge1 .
\]

Thus \(M(r)\le1\) for every \(\beta\) and every real \(\mu\). No pole lies inside, since the imaginary parts of the poles are at least \(\pi/\beta\) in size. An error \(\varepsilon\) is therefore guaranteed when

\[
N\ge\frac1{\ln r}\ln\frac{2}{\varepsilon(r-1)}\approx\frac{2\beta}\pi\ln\frac{4\beta}{\pi\varepsilon}\qquad(\beta\gg1),
\]

because \(\ln r\approx r-1\approx\pi/(2\beta)\). Apart from the logarithm, a degree proportional to \(W/k_BT\) is enough.

Other polynomials cannot escape the coefficients either. If \(p\) is any polynomial of degree \(N\) and \(n>N\), then \(p\) is a combination of \(T_0,\dots,T_N\), which are orthogonal to \(T_n\) with weight \(1/\sqrt{1-x^2}\). Subtracting \(p\) from \(f\) leaves \(a_n\) unchanged:

\[
|a_n|=\frac2\pi\left|\int_{-1}^1\frac{(f-p)T_n}{\sqrt{1-x^2}}dx\right|\le2\max_{[-1,1]}|f-p| ,
\]

since \(|T_n|\le1\) and the weight integrates to \(\pi\). The uniform error of any polynomial of degree \(N\) is at least half of each \(|a_n|\) with \(n>N\).

### (j) A density matrix

An open chain has 60 sites and hopping matrix elements \(-2.5\) eV between neighbours. Build its density matrix from the series and bound the error. What does the series say about distant sites?

**Solution.** The eigenvalues of \(H\) are \(-2(2.5\text{ eV})\cos[k\pi/61]\) with \(k=1,\dots,60\). This follows by inserting \(\sin[k\pi j/61]\) for the amplitude on site \(j\): the amplitudes at \(j\pm1\) add up to \(2\cos[k\pi/61]\) times that at \(j\), and they vanish at the fictitious sites 0 and 61. All energies lie between \(-5\) and 5 eV, so \(X=H/W\) has its spectrum in \([-1,1]\).

Write \(X=U\Lambda U^\dagger\) with \(\Lambda\) diagonal. Any polynomial satisfies \(p_N(X)=Up_N(\Lambda)U^\dagger\), and the density matrix per spin is \(P=f(X)=Uf(\Lambda)U^\dagger\). A unitary transformation leaves the 2-norm unchanged, so

\[
\|P-p_N(X)\|_2=\max_j|f(\lambda_j)-p_N(\lambda_j)|\le\max_{[-1,1]}|f-p_N| .
\]

The matrices follow from \(T_{n+1}(X)=2XT_n(X)-T_{n-1}(X)\), with \(T_0=1\) and \(T_1=X\), and no eigenvectors are needed. At \(N=120\) the 2-norm error relative to diagonalization is \(2.1\times10^{-9}\). It lies below the uniform error \(2.7\times10^{-9}\), as it should. The electron number \(2\operatorname{tr}P\), with the factor 2 for spin, is 67.854522 by diagonalization, and the series gives the same to these digits. It exceeds 60, the value at half filling, because the chemical potential lies above the band centre.

The series also shows that \(P\) is local. Since \(X\) connects neighbours, \(T_n(X)\) has no element between sites \(i\) and \(j\) when \(n<d=|i-j|\). For \(d\ge1\), the polynomial \(p_{d-1}(X)\) therefore contributes nothing to \(P_{ij}\), and

\[
|P_{ij}|=\left|[f(X)-p_{d-1}(X)]_{ij}\right|\le\frac{2M(r)\,r^{-(d-1)}}{r-1}\qquad(1<r<\rho_*).
\]

At nonzero temperature, the density matrix of such a chain thus falls at least exponentially with distance, with a constant that does not depend on its length.

The scaling of the energies has a tolerance. If an eigenvalue lies slightly outside \([-1,1]\), the series still converges to \(f\) there as long as the point is inside \(E_{\rho_*}\), that is, for \(|x|<1.0128\) or \(|E|<5.064\) eV. The error bound for \([-1,1]\) no longer applies to it. Beyond the critical ellipse, \(|T_n(x)|\) grows like \(\tfrac12|z|^n\) with \(|z|>\rho_*\), where \(z\) is the outer preimage of \(x\). The terms \(a_nT_n(x)\) are then unbounded, by the limit superior of part (e), and the series diverges. The spectral bounds of \(H\) must therefore be secured before the expansion is used. The values quoted in this problem are either collected in the numerical output or follow from it by evaluating the formulas given.

## Computed results

```
half-width = 5.00 eV, kT = 0.25 eV
chemical potential = 1.00 eV
scaled beta = 20.0, scaled mu = 0.20 (no unit)
nearest pole x0 = 0.2000 + 0.157080 i
outer preimage z0 = 0.231643 + 1.149891 i
critical rho = 1.172991, next pole rho2 = 1.587940
critical semi-axes = 1.012756, 0.160235
ln rho = 0.159557, estimate = 0.160319
M at r = 1.10: 1.053262
bound on |a_40| at r = 1.10: 4.6544e-02
n, a_n, leading pole pair, best bound, best r
  5 -6.092369e-02 -4.700524e-02 1.305e+00 1.0963
 10 -3.860425e-02 -3.678529e-02 7.995e-01 1.1095
 20 -6.316981e-03 -6.307560e-03 2.591e-01 1.1279
 40  3.376798e-04  3.376783e-04 1.939e-02 1.1467
 80 -1.295555e-07 -1.295555e-07 6.354e-05 1.1588
envelope of |a_n| rho^n = 0.201346
largest |a_n| rho^n, n = 60..140: 0.201334
growth with 1.05 rho, n = 60..79 to 120..139: 15.31
target error on [-1,1] = 1.0e-06
degree guaranteed by bound = 120
bound there = 9.783e-07
actual error there = 2.677e-09
smallest sufficient degree (grid) = 84
actual error there = 8.365e-07
double pole: x0 = 1.25, z0 = 2.0; n, b_n z0^n
 10 41.4815
 20 77.0370
 30 112.5926
chain: 60 sites, hopping = 2.50 eV
density-matrix error (2-norm) = 2.098e-09
electrons, diagonalization = 67.8545219
electrons, Chebyshev = 67.8545218
```
